# Why the field at the nucleus is not the ultrasoft force: a numerical check

```python
"""
Result under test: in an ultrasoft pseudopotential scheme the force on an atom is
the derivative -dE/dR of the generalized eigenvalue, not the classical field of the
augmented density at the nucleus. Pseudizing the L=1 part of the augmentation
function Q keeps its r^1 moment (enough for the energy in a potential linear in r)
but changes its r^-2 moment, which the field at the nucleus needs.

Model (hartree atomic units): one electron, nucleus of charge Z, harmonic trap
0.5*k*|x + d*z_hat|^2 with x measured from the nucleus. State: lower n=2 hybrid, m=0.
Radial functions are u(r) = r*R(r); Q_sp(r)*r^2 = u_s*u_p - ups_s*ups_p.
M_p = integral of r^p * Q_sp * r^2 dr. Forces are along z, on the nucleus, from the
electron; the nucleus's own interaction with the trap is left out.
"""
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from scipy.linalg import eigh
from scipy import constants

Z, k, d0 = 2.0, 0.01, 3.0
r_c = 2.0
inner_radii = [1.0, 1.25, 1.5, 1.75]
eps_ref = -Z**2 / 8
l_max = 8
cosine = [(l + 1) / np.sqrt((2*l + 1) * (2*l + 3)) for l in range(l_max)]


def quad(f, a, b, n=60):
    x, w = np.polynomial.legendre.leggauss(n)
    r = 0.5 * (b - a) * x + 0.5 * (a + b)
    return 0.5 * (b - a) * np.sum(w * f(r))


# ---------- radial finite elements on Gauss-Lobatto nodes ----------
n_loc = 14
edges = [0.0, 1.0, 2.0, 4.0, 7.0, 11.0, 15.0, 20.0]
leg = Legendre.basis(n_loc - 1)
x_loc = np.concatenate([[-1.0], np.sort(leg.deriv().roots().real), [1.0]])
p_loc = leg(x_loc)
w_loc = 2 / (n_loc * (n_loc - 1) * p_loc**2)
diff = np.zeros((n_loc, n_loc))
for i in range(n_loc):
    for j in range(n_loc):
        if i != j:
            diff[i, j] = p_loc[i] / (p_loc[j] * (x_loc[i] - x_loc[j]))
diff[0, 0] = -n_loc * (n_loc - 1) / 4
diff[-1, -1] = n_loc * (n_loc - 1) / 4

n_all = (len(edges) - 1) * (n_loc - 1) + 1
r_all, w_all, w_sphere = np.zeros(n_all), np.zeros(n_all), np.zeros(n_all)
kin = np.zeros((n_all, n_all))
for e in range(len(edges) - 1):
    half = 0.5 * (edges[e + 1] - edges[e])
    s = slice(e * (n_loc - 1), e * (n_loc - 1) + n_loc)
    r_all[s] = edges[e] + half * (x_loc + 1)
    w_all[s] += half * w_loc
    if edges[e + 1] <= r_c + 1e-12:
        w_sphere[s] += half * w_loc
    kin[s, s] += 0.5 * diff.T @ (w_loc[:, None] * diff) / half
r, w, w_in = r_all[1:-1], w_all[1:-1], w_sphere[1:-1]
kin = kin[1:-1, 1:-1] / np.sqrt(np.outer(w, w))
n_r = len(r)


# ---------- all-electron and pseudo partial waves (2s and 2p) ----------
def exp_poly(poly, a, x, order=0):
    """Derivative of given order of poly(x)*exp(-a*x)."""
    for _ in range(order):
        poly = poly.deriv() - a * poly
    return poly(x) * np.exp(-a * x)


def match(powers, derivs, r0, moment=None):
    """Polynomial with given powers, derivatives at r0 and optional r^1 moment."""
    rows = [[Polynomial.basis(p).deriv(o)(r0) for p in powers]
            for o in range(len(derivs))]
    rhs = list(derivs)
    if moment is not None:
        rows.append([r0**(p + 2) / (p + 2) for p in powers])
        rhs.append(moment)
    coef = np.zeros(max(powers) + 1)
    coef[list(powers)] = np.linalg.solve(np.array(rows), np.array(rhs))
    return Polynomial(coef)


ae = [np.sqrt(Z**3 / 2) * Polynomial([0, 1, -Z / 2]),
      np.sqrt(Z**5 / 24) * Polynomial([0, 0, 1])]
v_poly = match((0, 2, 4), [-Z / r_c, Z / r_c**2, -2 * Z / r_c**3], r_c)
v_loc = np.where(r < r_c, v_poly(r), -Z / r)
v_loc_slope = np.where(r < r_c, v_poly.deriv()(r), Z / r**2)

ps, beta, q, r2_q, d_ion = [], [], [], [], []
for l in (0, 1):
    phi = match((l + 1, l + 3, l + 5),
                [exp_poly(ae[l], Z / 2, r_c, o) for o in range(3)], r_c)
    chi = eps_ref * phi + 0.5 * phi.deriv(2) - v_poly * phi
    if l == 1:
        chi = chi - Polynomial(phi.coef[2:])
    b_int = quad(lambda x: phi(x) * chi(x), 0, r_c)

    def q_diag(x, l=l, phi=phi):
        return exp_poly(ae[l], Z / 2, x)**2 - phi(x)**2
    ps.append(phi)
    beta.append(chi / b_int)
    q.append(quad(q_diag, 0, r_c))
    r2_q.append(quad(lambda x: x**2 * q_diag(x), 0, r_c))
    d_ion.append(b_int + eps_ref * q[l])
    assert abs(chi(r_c)) < 1e-9          # projector ends continuously at r_c


def q_sp(x, order=0):
    return (exp_poly(ae[0] * ae[1], Z, x, order)
            - (ps[0] * ps[1]).deriv(order)(x))


def moments(r_in=None, keep=True):
    """(M_1, M_-2) of Q_sp, full or pseudized inside r_in."""
    if r_in is None:
        return [quad(lambda x: x**p * q_sp(x), 0, r_c) for p in (1, -2)]
    edge = [q_sp(r_in, o) for o in range(3)]
    if keep:
        target = quad(lambda x: x * q_sp(x), 0, r_in)
        soft = match((3, 5, 7, 9), edge, r_in, target)
    else:
        soft = match((3, 5, 7), edge, r_in)
    return [quad(lambda x: x**p * soft(x), 0, r_in)
            + quad(lambda x: x**p * q_sp(x), r_in, r_c) for p in (1, -2)]


beta_vec = [np.where(r < r_c, b(r), 0.0) * np.sqrt(w) for b in beta]


def solve(d, m1=None):
    """m1=None: all-electron. Otherwise ultrasoft with r^1 moment m1 of Q_sp."""
    h = np.zeros((l_max + 1, n_r, l_max + 1, n_r))
    s = np.zeros_like(h)
    v = -Z / r if m1 is None else v_loc
    for l in range(l_max + 1):
        h[l, :, l, :] = kin + np.diag(l * (l + 1) / (2 * r**2) + v
                                      + 0.5 * k * (r**2 + d**2))
        s[l, :, l, :] = np.eye(n_r)
        if l < l_max:
            h[l, :, l + 1, :] = np.diag(k * d * cosine[l] * r)
            h[l + 1, :, l, :] = h[l, :, l + 1, :]
    d_tot = None
    if m1 is not None:
        d_tot = np.diag([d_ion[l] + 0.5 * k * (r2_q[l] + d**2 * q[l])
                         for l in (0, 1)])
        d_tot[0, 1] = d_tot[1, 0] = k * d * cosine[0] * m1
        for i in (0, 1):
            s[i, :, i, :] += q[i] * np.outer(beta_vec[i], beta_vec[i])
            for j in (0, 1):
                h[i, :, j, :] += d_tot[i, j] * np.outer(beta_vec[i], beta_vec[j])
    size = (l_max + 1) * n_r
    idx = 1 if m1 is None else 0         # the all-electron 1s state lies below
    e, vec = eigh(h.reshape(size, size), s.reshape(size, size),
                  subset_by_index=[idx, idx])
    return e[0], vec[:, 0].reshape(l_max + 1, n_r) / np.sqrt(w), d_tot


def cos_mean(u, f, weight):
    return sum(2 * cosine[l] * np.sum(weight * u[l] * u[l + 1] * f)
               for l in range(l_max))


def projections(u):
    return np.array([np.sum(np.sqrt(w) * beta_vec[l] * u[l]) for l in (0, 1)])


def ultrasoft_force(d, m1):
    """Local, augmentation and projector terms of -dE/dR with the trap held fixed."""
    e, u, d_tot = solve(d, m1)
    b = projections(u)
    f_loc = cos_mean(u, v_loc_slope, w)
    f_aug = -(2 * k * cosine[0] * m1 * b[0] * b[1]
              + k * d * (q[0] * b[0]**2 + q[1] * b[1]**2))
    bs, bp = beta[0](r), beta[1](r)
    dbs, dbp = beta[0].deriv()(r), beta[1].deriv()(r)
    grad = np.array([
        cosine[0] * np.sum(w_in * (dbs - bs / r) * u[1]),
        cosine[0] * np.sum(w_in * (dbp + bp / r) * u[0])
        + cosine[1] * np.sum(w_in * (dbp - 2 * bp / r) * u[2])])
    f_proj = 2 * grad @ (d_tot - e * np.diag(q)) @ b
    return e, u, b, (f_loc, f_aug, f_proj)


# ---------- all-electron reference ----------
step = 0.01
e_ae, u_ae, _ = solve(d0)
f_ae = -(solve(d0 + step)[0] - solve(d0 - step)[0]) / (2 * step)
field_ae = Z * cos_mean(u_ae, 1 / r**2, w)
field_ae_in = Z * cos_mean(u_ae, 1 / r**2, w_in)
assert abs(f_ae - field_ae) < 1e-6

# ---------- ultrasoft with full Q ----------
m1_full, m2_full = moments()
e_us, u_us, b_us, terms = ultrasoft_force(d0, m1_full)
f_us = sum(terms)
f_us_fd = -(solve(d0 + step, m1_full)[0]
            - solve(d0 - step, m1_full)[0]) / (2 * step)
assert abs(f_us - f_us_fd) < 1e-6
assert abs(e_us - e_ae) < 5e-3
assert abs(f_us - f_ae) < 0.1 * abs(f_ae)    # transferability of one wave per l


def nuclear_field(u, b, m2):
    return Z * (cos_mean(u, 1 / r**2, w) + 2 * cosine[0] * b[0] * b[1] * m2)


field_full = nuclear_field(u_us, b_us, m2_full)
field_us_out = Z * cos_mean(u_us, 1 / r**2, w - w_in)

# ---------- free atom in the hybrid (2s+2p)/sqrt(2): true force is zero ----------
smooth_part = (quad(lambda x: ps[0](x) * ps[1](x) / x**2, 0, r_c)
               + quad(lambda x: exp_poly(ae[0] * ae[1], Z, x) / x**2, r_c, 30.0))


def free_field(m2):
    return Z * cosine[0] * (smooth_part + m2)


assert abs(free_field(m2_full)) < 1e-9

# ---------- pseudized Q ----------
table = []
for r_in in inner_radii:
    m1, m2 = moments(r_in)
    e_p, u_p, b_p, t_p = ultrasoft_force(d0, m1)
    assert abs(e_p - e_us) < 1e-9 and abs(sum(t_p) - f_us) < 1e-7
    table.append((r_in, m1, m2, sum(t_p), nuclear_field(u_p, b_p, m2),
                  free_field(m2)))
    assert abs(free_field(m2)) > 1e-2
fields = [row[4] for row in table]
assert max(fields) - min(fields) > abs(f_us)
assert abs(field_full - f_us) < 0.3 * abs(fields[-1] - f_us)

# control: pseudization that does not keep the r^1 moment changes the force itself
m1_bad, _ = moments(inner_radii[-1], keep=False)
e_bad, _, _, t_bad = ultrasoft_force(d0, m1_bad)
assert abs(sum(t_bad) - f_us) > 1e-5

to_ev = (constants.physical_constants['atomic unit of force'][0]
         / constants.e * 1e-10)
print(f"nuclear charge Z = {Z:.1f} e")
print(f"trap constant k = {k:.3f} hartree/bohr^2")
print(f"trap offset d = {d0:.2f} bohr")
print(f"sphere radius r_c = {r_c:.2f} bohr")
print(f"reference energy of 2s and 2p = {eps_ref:.4f} hartree")
print(f"augmentation charge q_s = {q[0]:.5f}, q_p = {q[1]:.5f} (electrons)")
print(f"energy, all-electron = {e_ae:.6f} hartree")
print(f"energy, ultrasoft    = {e_us:.6f} hartree")
print("forces and fields below in hartree/bohr")
print(f"all-electron -dE/dR, finite difference = {f_ae:.7f}")
print(f"all-electron field at nucleus          = {field_ae:.7f}")
print(f"  part from inside r_c  = {field_ae_in:.6f}")
print(f"  part from outside r_c = {field_ae - field_ae_in:.6f}")
print(f"ultrasoft -dE/dR, finite difference    = {f_us_fd:.7f}")
print(f"ultrasoft three-term formula           = {f_us:.7f}")
print(f"  local term        = {terms[0]:.6f}")
print(f"  augmentation term = {terms[1]:.6f}")
print(f"  projector term    = {terms[2]:.6f}")
print(f"field at nucleus, full Q = {field_full:.6f}")
print(f"  part from inside r_c  = {field_full - field_us_out:.6f}")
print(f"  part from outside r_c = {field_us_out:.6f}")
print(f"full Q: M_1 = {m1_full:.6f} bohr, M_-2 = {m2_full:.6f} bohr^-2")
print(f"free atom, full Q: field = {abs(free_field(m2_full)):.1e} (magnitude)")
for r_in, m1, m2, f, fld, free in table:
    print(f"Q pseudized inside r_in = {r_in:.2f} bohr:")
    print(f"  M_1 = {m1:.6f} bohr, M_-2 = {m2:.6f} bohr^-2")
    print(f"  force = {f:.7f}, field at nucleus = {fld:.6f}")
    print(f"  free atom: field at nucleus = {free:.6f}")
print(f"control without moment, r_in = {inner_radii[-1]:.2f} bohr:")
print(f"  M_1 = {m1_bad:.6f} bohr, force = {sum(t_bad):.7f}")
print(f"ratio field/force at r_in = {inner_radii[-1]:.2f} bohr: "
      f"{fields[-1] / f_us:.2f}")
print(f"ultrasoft force = {f_us * to_ev:.4f} eV/angstrom")
print(f"field at nucleus, r_in = {inner_radii[-1]:.2f} bohr: "
      f"{fields[-1] * to_ev:.4f} eV/angstrom")
print("all good")
```

It prints:

```
nuclear charge Z = 2.0 e
trap constant k = 0.010 hartree/bohr^2
trap offset d = 3.00 bohr
sphere radius r_c = 2.00 bohr
reference energy of 2s and 2p = -0.5000 hartree
augmentation charge q_s = 0.01967, q_p = 0.05596 (electrons)
energy, all-electron = -0.459273 hartree
energy, ultrasoft    = -0.459235 hartree
forces and fields below in hartree/bohr
all-electron -dE/dR, finite difference = -0.0139923
all-electron field at nucleus          = -0.0139923
  part from inside r_c  = 0.093353
  part from outside r_c = -0.107345
ultrasoft -dE/dR, finite difference    = -0.0140133
ultrasoft three-term formula           = -0.0140133
  local term        = -0.187953
  augmentation term = -0.001598
  projector term    = 0.175538
field at nucleus, full Q = -0.014019
  part from inside r_c  = 0.093201
  part from outside r_c = -0.107221
full Q: M_1 = 0.055406 bohr, M_-2 = 0.201621 bohr^-2
free atom, full Q: field = 7.7e-15 (magnitude)
Q pseudized inside r_in = 1.00 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.167366 bohr^-2
  force = -0.0140133, field at nucleus = -0.055096
  free atom: field at nucleus = -0.039555
Q pseudized inside r_in = 1.25 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.143430 bohr^-2
  force = -0.0140133, field at nucleus = -0.083797
  free atom: field at nucleus = -0.067194
Q pseudized inside r_in = 1.50 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.115980 bohr^-2
  force = -0.0140133, field at nucleus = -0.116712
  free atom: field at nucleus = -0.098889
Q pseudized inside r_in = 1.75 bohr:
  M_1 = 0.055406 bohr, M_-2 = 0.087962 bohr^-2
  force = -0.0140133, field at nucleus = -0.150309
  free atom: field at nucleus = -0.131242
control without moment, r_in = 1.75 bohr:
  M_1 = 0.008493 bohr, force = -0.0137610
ratio field/force at r_in = 1.75 bohr: 10.73
ultrasoft force = -0.7206 eV/angstrom
field at nucleus, r_in = 1.75 bohr: -7.7292 eV/angstrom
all good
```
